Threshold shift when half the channel width is programmed

**Question**

I have a charge-trap transistor in which electrons were stored over only half of the channel width, along the full length from source to drain. Where charge is stored, the local threshold is higher by 500 mV. The other half is fresh. I read the threshold at constant current: I raise the gate voltage until the drain current reaches a fixed small value.

Half the width is shifted by 500 mV and half by nothing, so I expected a reading 250 mV above that of the fresh device. A model of two transistors in parallel gives far less. What shift should I expect at 300 K, and is averaging ever right?

**Answer**

The two halves share gate, source and drain, so their currents add. Their thresholds do not. Below threshold the current depends exponentially on gate voltage, and the average of an exponential is not the exponential of the average.

**Current of one strip**

Take an undoped silicon film of thickness t on a thick insulator, with no field through its lower face. The film is thin enough for its potential ψ to be uniform across t. Let C be the gate capacitance per area, n_i the intrinsic density, q the elementary charge and v = kT/q. The electron quasi-Fermi potential V runs from 0 at the source to Vds at the drain. The gate voltage Vg is measured so that ψ = Vg in a fresh film without mobile charge. Trapped electrons lower ψ at fixed Vg, which is a positive local shift D.

The magnitude Q of the electron charge per area obeys two conditions, Gauss's law and Boltzmann statistics:

Q = C(Vg − D − ψ)
Q = q n_i t exp[(ψ − V)/v]

The second gives ψ = V + v ln[Q/(q n_i t)]. Insert this in the first, divide by Cv, and write u = Q/(Cv):

u + ln u = (Vg − D − V − V0)/v, with V0 = v ln[Cv/(q n_i t)]   (1)

In a long channel with constant mobility μ, a strip of width w carries I = μwQ dV/dy at every position y. Integrating over the length L gives

I = μ(w/L) ∫ Q dV, from V = 0 to Vds.

Deep in subthreshold u ≪ 1, so u is negligible beside ln u in (1), and Q = Cv exp[(Vg − D − V − V0)/v]. The integral of exp(−V/v) is v[1 − exp(−Vds/v)]. With W the full width and I₁ = μCv²W/L,

I = I₁ (w/W) exp[(Vg − D − V0)/v] [1 − exp(−Vds/v)].

This is the ideal slope: the current grows by a factor e for each v of gate voltage.

**Adding the strips**

Let a fraction f of the width be programmed. If the strips do not influence one another, the total is

I = I₁ exp[(Vg − V0)/v] [1 − exp(−Vds/v)] [(1 − f) + f exp(−D/v)].

The fresh device has the same expression with the last bracket equal to 1. To restore its current, Vg must rise by S, where

exp(S/v) [(1 − f) + f exp(−D/v)] = 1,

S = −v ln[(1 − f) + f exp(−D/v)].   (2)

When D ≫ v the programmed strip carries almost nothing, and S → −v ln(1 − f). For f = 1/2,

S → v ln 2 = 25.852 mV × 0.6931 = 17.92 mV at 300 K.

The fresh half must carry twice its former current, and doubling an exponential current costs v ln 2. As long as the strips are independent, storing more charge in a half that is already off changes nothing.

Formula (2) with f = 1/2 shows how quickly this happens:

- D = 2 mV: S = 0.98 mV
- D = 10 mV: S = 4.52 mV
- D = 50 mV: S = 14.43 mV
- D = 100 mV: S = 17.39 mV
- D = 500 mV: S = 17.92 mV

A local shift of 84 mV already brings S within 1 mV of the limit. A reading near 18 mV therefore says little about how strongly the half is programmed.

The first entry is nearly D/2. To see why, put x = D/v ≪ 1. The bracket in (2) becomes 1 − fx + fx²/2, and its logarithm to second order is −fx + fx²/2 − f²x²/2. Hence

S ≈ fD − f(1 − f)D²/(2v).

Averaging is thus the leading term for local shifts well below v. For larger D it overestimates: the exponential is convex, so (1 − f) + f exp(−D/v) ≥ exp(−fD/v), and therefore S ≤ fD.

**Your case in numbers**

I take rough typical layer thicknesses: a 10 nm film under 4 nm of tunnel oxide, 6 nm of nitride and 6 nm of blocking oxide. With relative permittivities 3.9 for oxide and 7.5 for nitride, the equivalent oxide thickness is 4 + 6 + 6 × 3.9/7.5 = 13.12 nm, and C = 0.263 µF/cm². Let W = 10 µm, L = 1 µm, μ = 300 cm²/Vs and Vds = 1 V. Then I₁ = 527.7 nA and V0 = 394.5 mV.

The read current is 0.1 nA × W/L = 1.00 nA. Solving (1) and integrating Q numerically, without the subthreshold approximation, gives Vg = 232.52 mV for the fresh device and 250.46 mV for the half-programmed one. The shift is 17.94 mV, against the 250 mV of the width average.

**The read current must be small**

The excess of 0.02 mV over the limit has a definite origin. At fixed Vg, differentiating (1) gives dV = −v(1 + 1/u) du, so that

∫ Q dV = Cv² ∫ (u + 1) du = Cv² (u²/2 + u),

with u taken at the source and the drain-end term negligible in saturation. Let i = I/I₁. If the programmed half is off, the fresh half carries everything and 2i = u²/2 + u. For the fresh device the left side is i. Solving the quadratic and using (1) at the source, where V = 0 and D = 0,

S = v[z(2i) − z(i)], with z(i) = u + ln u and u = √(1 + 2i) − 1.   (3)

For small i, u ≈ i − i²/2 and ln u ≈ ln i − i/2, so z(i) ≈ ln i + i/2 and

S ≈ v(ln 2 + i/2).

Here i = 1.00/527.7 = 0.0019, and vi/2 = 0.02 mV, as found.

At a criterion of 100 nA × W/L the current is 1000 nA and i = 1.895. Then z(i) = 1.189 + 0.173 = 1.361 and z(2i) = 1.929 + 0.657 = 2.586. The shift is 25.852 mV × 1.225 = 31.7 mV. At 1000 nA × W/L equation (1) gives 75.5 mV. At these currents the film potential is no longer quite uniform across t, which adds about 0.8 mV to the first value and about 2 mV to the second. The 18 mV limit thus belongs to a read current far below I₁, not to every constant-current criterion.

**Averaging in strong inversion**

Suppose that both halves are in strong inversion and Vds is small. Then u ≫ ln u, and (1) gives Q ≈ C(Vg − D − V0 − V), which is linear in D. Adding the two currents gives

I ≈ μC(W/L) Vds (Vg − V0 − fD − Vds/2),

so the shift at fixed current is fD. Take the current of the fresh device at Vg = 3.0 V and Vds = 50 mV as the criterion, with the mobility held constant. The full charge equation then gives 249.87 mV. The missing 0.13 mV comes from the ln u term, since a strictly linear charge would give 250 mV. Equation (1) also takes the film potential as uniform, although at this gate voltage it varies by about 0.1 V across the film. Allowing for that variation, still with Boltzmann statistics, gives 249.7 mV. The electron density at the upper face is then about 5 × 10¹⁹ cm⁻³, above the effective density of states of silicon (about 2.8 × 10¹⁹ cm⁻³), so the surface is mildly degenerate. Fermi–Dirac statistics give 249.8 mV. Averaging remains a good approximation.

**Half the length is a different case**

If the stored charge covers the full width but half the length, the two regions are in series. In subthreshold, write Q = A exp[−(V + D(y))/v], where A depends on Vg as exp(Vg/v). Separating the variables in I = μWQ dV/dy and integrating gives

I L [1 + exp(D/v)]/2 = μWAv [1 − exp(−Vds/v)].

For the fresh device the factor [1 + exp(D/v)]/2 is 1, so

S = v ln{[1 + exp(D/v)]/2} → D − v ln 2 for D ≫ v.

The programmed region now limits the current, but it is only half as long, which doubles its current and saves v ln 2. For D = 500 mV this is 482.1 mV. The gate voltage needed is about 715 mV, well above V0, so the use of the subthreshold expression must be checked.

Let the programmed half lie next to the source, and let Vm be the value of V at the boundary. Both halves carry the same current, so

exp(D/v) [exp(−Vm/v) − exp(−Vds/v)] = 1 − exp(−Vm/v).

With D ≫ v and Vds − D ≫ v this gives Vm ≈ D. In the fresh half V is therefore 500 mV or more, which keeps it in subthreshold, and the derivation holds. The full charge equation gives 482.07 mV for this case.

If the programmed half lies next to the drain, the fresh half has V near 0 and is inverted, so the derivation does not cover it. Equation (1) gives u ≈ 10 there, and the voltage drop along the fresh half is vi/(2u), about 0.002 mV. This is negligible, so the shift is practically the same. The same covered area can therefore give 18 mV or 482 mV, depending on its orientation.

**Slope and temperature**

If a linear body capacitance makes the film potential follow (Vg − D)/n, then v is replaced by nv in (2). The limit becomes nv ln 2, or 23.3 mV for n = 1.3 at 300 K. With n = 1 at 358 K it is 21.4 mV.

**Are the strips independent?**

This is the assumption that narrow devices break. Trapped charge also lowers the film potential beside its own edge, so part of the fresh half is partly switched off. Let δψ be the change of film potential caused by the trapped charge. In subthreshold the current is proportional to an effective width

W_eff = ∫ ⟨exp(δψ/v)⟩ dy′,

where y′ runs across the width and the brackets average over film thickness. Then S = v ln(W/W_eff). I solved Poisson's equation in the cross-section for a sharp charge edge, without mobile charge and with no field through the side walls or the lower face of the film. About 67 nm of conducting width is then lost at the edge.

For W = 10 µm, W_eff = 5000 − 67 = 4933 nm and S = 18.3 mV, so independence is a good approximation. For W = 200 nm only 34 nm remains of the fresh 100 nm, and S = 25.852 mV × ln(200/34.1) = 45.7 mV. That is still far from 250 mV, but it is 2.6 times the independent-strip limit.

In still narrower channels the width average returns, even in subthreshold. The same edge model gives 104 mV for W = 100 nm, 223 mV for 40 nm and 249 mV for 20 nm. The film potential cannot follow the charge edge over so short a distance. It becomes nearly uniform across the width, lowered by about D/2, so the whole channel acts as one strip with the average shift.

The lower insulator matters too. If 200 nm of oxide lies below the film, with no field through the bottom of that oxide, the edge field spreads further. The shift for W = 200 nm then rises from 46 to 84 mV, and a device 1 µm wide loses 172 nm of conducting width instead of 67 nm. The 10 µm device stays near 19 mV. These values depend on what lies underneath. A grounded substrate below the same 200 nm of oxide gives a slope factor of about 1.07, about 72 mV for W = 200 nm, a loss of 107 nm and about 20 mV for 10 µm. With 1 µm of oxide and no field through its bottom, the 1 µm device loses 226 nm.

The same coupling acts along the channel when the half of the length next to the source is programmed. It shortens the blocking region, so for L = 1 µm the 482 mV found above falls to about 478 mV, or to 471 mV with the 200 nm lower oxide.

**Compared with real cells**

The layer thicknesses are ordinary for charge-trap stacks, but a width of 10 µm suits a test transistor. Memory cells are usually far narrower, often only tens of nanometres wide. There the strips are not independent, and the 18 mV limit should not be used: for D = 500 mV and widths of 40 nm or less, this model gives more than 220 mV, close to the width average. The local shift of 0.5 V is modest, since memory windows are often a few volts. It corresponds to 1.4 × 10¹² trapped electrons per cm² and a blocking-oxide field of 0.66 MV/cm, well below a rough breakdown field of 10 MV/cm. The electron density in the fresh half, 1.6 × 10¹⁴ cm⁻³, is low enough for Boltzmann statistics. Holes in the programmed half would change its potential by about 0.1 mV. Their effect grows quickly with D and is already about 40 mV at D = 0.7 V, so the edge calculation should not be carried over to larger local shifts without including them.

There is one trapped electron per square of side 8.4 nm, a length comparable with the layer thicknesses, whereas I treated their charge as smooth. Random placement, short-channel effects, quantum confinement and charge migration are also left out. The numerical output below lists further values.

Calculated quantities

```
Temperature: 300 K
Thermal voltage: 25.852 mV
Width: 10 um; length: 1 um
Mobility: 300 cm2/Vs
Intrinsic density: 1.0e+10 cm^-3
Film thickness: 10 nm
Tunnel oxide, nitride, blocking oxide: 4, 6, 6 nm
Relative permittivity Si, oxide, nitride: 11.7, 3.9, 7.5
Equivalent oxide thickness: 13.12 nm
Gate capacitance: 0.2632 uF/cm2
Reference voltage V0: 0.3945 V
Unit current mu C v^2 W/L: 527.7 nA
Drain voltage: 1.0 V
Local shift D: 500 mV; width average D/2: 250 mV
Trapped electrons: 1.425e+12 cm^-2
Read current: 1.00 nA
Gate voltage, fresh: 232.52 mV
Gate voltage, half programmed: 250.46 mV
Saturation limit v ln 2: 17.919 mV
Strip formula, local shift 2 mV: 0.981 mV
Strip formula, local shift 10 mV: 4.519 mV
Strip formula, local shift 50 mV: 14.429 mV
Strip formula, local shift 100 mV: 17.385 mV
Strip formula, local shift 500 mV: 17.919 mV
Device shift at 0.1 nA x W/L: 17.944 mV
Device shift at 1 nA x W/L: 18.161 mV
Device shift at 10 nA x W/L: 20.096 mV
Device shift at 100 nA x W/L: 31.665 mV
Device shift at 1000 nA x W/L: 75.495 mV
Local shift for 1 mV below limit: 83.6 mV
Fresh fraction for D/2, deep subthreshold: 6.312e-05
Fresh width for D/2, deep subthreshold: 0.631 nm
Fresh fraction for D/2, read current: 3.389e-04
Fresh width for D/2, read current: 3.39 nm
Strong inversion: gate 3.0 V, drain 50 mV
Shift in strong inversion: 249.87 mV
Shift, half the length programmed: 482.07 mV
Limit with slope factor 1.3: 23.30 mV
Limit at 358 K: 21.38 mV
Conducting width lost at the edge: 66.9 nm
Shift with edge effect, 10 um width: 18.27 mV
Conducting width, 200 nm device: 34.1 nm
Shift with edge effect, 200 nm: 45.7 mV
Hole charge / C in programmed half: 0.095 mV
Blocking-oxide field from trapped charge: 0.66 MV/cm
Electron density in fresh half: 1.61e+14 cm^-3
Mean spacing of trapped electrons: 8.4 nm
```
